**Problem: the squared logarithm in the radiative correction to S-state hyperfine splitting**

An electron of mass $m$ is bound to a point nucleus of charge $Z$, infinite mass and spin $\tfrac12$. Units are $\hbar=c=1$, $e^2=4\pi\alpha$. The Hamiltonian is $H=p^2/2m+V$ with $V=-Z\alpha/r$, and

$$\gamma=mZ\alpha,\qquad L=\ln (Z\alpha)^{-2}.$$

The nuclear moment $\boldsymbol\mu$ makes the field $B_i\propto\mu_j(\partial_i\partial_j-\delta_{ij}\nabla^2)(1/r)$. Its isotropic part follows from $\partial_i\partial_j\to\tfrac13\delta_{ij}\nabla^2$ and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, and equals $\tfrac{8\pi}{3}\mu_i\delta^3(\mathbf r)$. Coupled to the electron spin with $g=2$, it gives the Fermi operator $A\,\mathbf S\cdot\mathbf I\,\delta^3(\mathbf r)$. The eigenvalues of $\mathbf S\cdot\mathbf I$ are $\tfrac14$ and $-\tfrac34$, which differ by one, so to first order in $A$ the splitting is found with $V_F=A\delta^3(\mathbf r)$, and $E_F=A|\psi(0)|^2$. The traceless part of the field gives the tensor interaction, and the coupling of the orbital motion gives a term $\propto\mathbf l\cdot\mathbf I/r^3$.

The task is to find the term of order $(\alpha/\pi)(Z\alpha)^2L^2E_F$ in the one-photon radiative correction to the splitting. From part (b) on, atomic units are used unless $m$ or $\gamma$ is written: $m=\gamma=1$, energies in $m(Z\alpha)^2$, $\psi=\pi^{-1/2}e^{-r}$, $E=-\tfrac12$. The strength is normalized to $V_F=\pi\delta^3(\mathbf r)$, so that $E_F=1$.

**(a)** Write the nonrelativistic self-energy as an integral over the photon energy $k$, and find the local potential that photons with $m(Z\alpha)^2\ll k\ll m$ produce.

*Solution.* The coupling $-e\,\mathbf p\cdot\mathbf A/m$ in second order gives

$$E_{\rm SE}=-\frac{e^2}{m^2}\int\frac{d^3k}{(2\pi)^3 2k}\,(\delta_{ij}-\hat k_i\hat k_j)\,\langle p_i\,G\,p_j\rangle,\qquad G=\frac{1}{H-E+k}.$$

The factors $e^{\pm i\mathbf k\cdot\mathbf r}$ have been dropped. Kept, they replace $\mathbf p$ by $\mathbf p-\mathbf k$ inside $G$, adding $-\mathbf p\cdot\mathbf k/m+k^2/2m$ to a denominator that is at least $k$ for the ground state, and close to $k$ or larger for any state once $k\gg m(Z\alpha)^2$. The relative change is $p/m$ or $k/m$, so the dipole form holds for $p,k\ll m$, even when $k>\gamma$. The angular average of $\delta_{ij}-\hat k_i\hat k_j$ is $\tfrac23\delta_{ij}$, and $4\pi\alpha\cdot\tfrac23\cdot 4\pi k^2/(16\pi^3k)=(2\alpha/3\pi)k$. With $-kG=-1+(H-E)G$, the $-1$ gives $-\langle p^2\rangle\int dk$, which has the form of a change of $1/2m$ and is absorbed in the observed mass. There remains

$$E_{\rm SE}=\frac{2\alpha}{3\pi m^2}\int dk\,\Big\langle p_i\frac{H-E}{H-E+k}\,p_i\Big\rangle .$$

For $k$ far above the binding energy $G\to1/k$. Since $(H-E)\psi=0$, the double commutator gives $\langle[p_i,[H,p_i]]\rangle=2\langle p_i(H-E)p_i\rangle$. Also $[H,p_i]=i\partial_iV$ and $[p_i,i\partial_iV]=\nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r)$. The integrand is therefore $2\pi Z\alpha|\psi(0)|^2/k$, and each interval $dk$ acts as the potential

$$dV_L=\frac43\frac{\alpha Z\alpha}{m^2}\,\frac{dk}{k}\,\delta^3(\mathbf r).$$

Integration from $m(Z\alpha)^2$ to $m$ gives the logarithmic Lamb potential $V_L=\tfrac43(\alpha Z\alpha/m^2)L\,\delta^3(\mathbf r)$, which in atomic units is $(\alpha/\pi)(Z\alpha)^2\tfrac43L\,\pi\delta^3(\mathbf r)$. The replacement $G\to1/k$ assumed that the electron's kinetic energy is small against $k$, that is $p\ll\kappa\equiv\sqrt{2mk}$. The delta function in $dV_L$ is thus a contact only at distances above $1/\kappa$.

**(b)** Find the first-order change $\delta\psi$ of the 1S function caused by $V_F$, and its short-distance form for any $n$S state.

*Solution.* The equation is $(H-E)\delta\psi=(E_F-V_F)\psi$ with $\langle\psi|\delta\psi\rangle=0$. Put $\delta\psi=\psi f$. Because $\psi'/\psi=-1$, for $r>0$ it reads $-\tfrac12(f''+2f'/r-2f')=1$. For $f=a/r+b\ln r+cr+f_0$,

$$f''+\frac{2f'}{r}-2f'=\frac{b+2a}{r^2}+\frac{2c-2b}{r}-2c=-2,$$

so $c=1$, $b=1$, $a=-\tfrac12$. The source at the origin requires the same $a$: $-\tfrac12\nabla^2(a/r)=2\pi a\,\delta^3$ must equal $-\pi\delta^3$. Orthogonality means $\langle f\rangle=0$. With the digamma function $\psi_0$ and Euler's constant $\gamma_E$, $\langle1/r\rangle=1$, $\langle r\rangle=\tfrac32$ and $\langle\ln2r\rangle=\psi_0(3)=\tfrac32-\gamma_E$, which gives

$$f=-\frac1{2r}+\ln 2r+\gamma_E+r-\frac52 .$$

For a general $n$S state write $\delta\psi=C(1/r+c_1\ln\gamma r+\dots)$. The delta source fixes $C=-mA\psi(0)/2\pi$. Since $\nabla^2\ln r=1/r^2$, the $r^{-2}$ terms of the equation are $-c_1/2m-Z\alpha=0$, so $c_1=-2\gamma$. The terms with $E$ and $E_F$ are less singular and do not enter, so $c_1$ does not depend on $n$. The logarithm is the imprint of one Coulomb exchange on the $1/r$ wave scattered from the contact.

**(c)** Treat $V_L$, with its coefficient $L$ held fixed, and $V_F$ in second order, cutting the product off at $r\sim1/m$. What results?

*Solution.* The cross term is $2\langle\psi|V_L|\delta\psi\rangle$, which diverges for a point contact. Smear the delta function over a radius $\sigma\ll1$ and denote the average over the smeared $\delta_\sigma$ by a bar. Using $e^{-2r}/2r=1/2r-1+O(r)$,

$$2\langle\psi|\pi\delta_\sigma|\delta\psi\rangle=2\,\overline{e^{-2r}f}=-\overline{1/r}+2\ln\sigma+\text{const}+O(\sigma\ln\sigma),$$

where $\overline{1/r}\propto1/\sigma$ and only the coefficient of $\ln\sigma$ is independent of the shape. The radius $1/m$ is $\sigma=Z\alpha$ in atomic units, and $2\ln Z\alpha=-L$. The logarithmic part of the product is

$$\Delta E_{\rm frozen}=-\frac43\,\frac\alpha\pi(Z\alpha)^2L^2E_F .$$

This cannot be final. Part (a) showed that photons of energy $k$ act as a contact only for $r>1/\kappa$, whereas here all photons down to $k\sim m(Z\alpha)^2$ were allowed to act at $r\sim1/m$. The $1/\sigma$ term, taken the same way, would give a correction of order $\alpha(Z\alpha)L\,E_F$; part (f) shows that the dipole kernel, with its full dependence on $k$, gives no such term.

**(d)** Express the first-order change of $E_{\rm SE}$ under the hyperfine interaction through $\delta\psi$ and the unperturbed $G$.

*Solution.* Define $J(k)=\langle p_iGp_i\rangle$ and $F(k)=\delta\langle p^2\rangle-k\,\delta J$, the change of the integrand of (a) per unit $E_F$. In ordinary units $\delta\langle p^2\rangle$ carries the factor $mE_F$ and $dk$ the factor $m(Z\alpha)^2$, hence

$$\Delta E=\frac\alpha\pi(Z\alpha)^2E_F\;\frac23\int dk\,F(k).$$

The vertices $p_i$ do not act on spins, so $\mathbf S\cdot\mathbf I$ keeps its eigenvalue throughout. The variation of $J$ has three sources, the state, the energy and the Hamiltonian inside $G$:

$$\delta J=2\langle p_i\delta\psi|G|p_i\psi\rangle+E_F\langle p_iG^2p_i\rangle-\langle p_iG\,H_{\rm hfs}\,Gp_i\rangle .$$

The second term is $-J'(k)$, because $\partial_kG=-G^2$. In the third, $Gp_i\psi=\hat r_i\,\phi(r)$ is a P wave. It vanishes at the origin, so the contact gives nothing. The orbital term needs $\sum_i\int d\Omega\,\hat r_i\,l_a\hat r_i$, and $l_a$ is $-i$ times a real derivative $D_a$, so the sum is $-\tfrac i2\int d\Omega\,D_a(\hat r_i\hat r_i)=0$. The tensor term needs $\int d\Omega\,\hat r_i\hat r_i(3\hat r_a\hat r_b-\delta_{ab})=0$, since $\hat r_i\hat r_i=1$. The change of the vertex, $\mathbf p\to\mathbf p-e\mathbf A_{\rm nuc}$, is linear in $\boldsymbol\mu$ and contains no electron spin, and an S state has no other vector to contract $\boldsymbol\mu$ with. The tensor interaction also mixes a D wave into $\delta\psi$, which cannot couple to the scalar $p_iGp_i\psi$. Thus

$$\delta J=2\langle p_i\delta\psi|G|p_i\psi\rangle-J'(k).$$

The gradients are $\nabla\psi=-\hat{\mathbf r}\psi$ and $\nabla\delta\psi=\hat{\mathbf r}\psi(f'-f)$, with

$$f'-f=\frac1{2r^2}+\frac3{2r}+\frac72-\gamma_E-\ln2r-r .$$

Then $\delta\langle p^2\rangle=-8\int r^2e^{-2r}(f'-f)dr=-8\left[\tfrac14+\tfrac38+\tfrac14(\tfrac72-\gamma_E)-\tfrac14(\tfrac32-\gamma_E)-\tfrac38\right]=-6$.

**(e)** Reduce $J$ and $F$ to one-dimensional integrals, and examine $k\to0$.

*Solution.* For the radial function $u=rR$ of a P wave, $H-E+k=-\tfrac12\partial_r^2+r^{-2}-r^{-1}+\tfrac12\lambda^2$ with $\lambda=\sqrt{1+2k}$, and the source belonging to $\nabla\psi$ is $re^{-r}$. Acting on $r^2e^{-tr}$, whose second derivative is $(2-4tr+t^2r^2)e^{-tr}$, the operator gives $[(2t-1)r+q\,r^2]e^{-tr}$ with $q=\tfrac12(\lambda^2-t^2)$. Try $u=r^2\int_1^\lambda w(t)e^{-tr}dt$. Since $r^2e^{-tr}=-\partial_t(re^{-tr})$, integration by parts yields

$$\int_1^\lambda\big[(2t-1)w+(qw)'\big]re^{-tr}dt-\big[qw\,re^{-tr}\big]_1^\lambda .$$

With $q'=-t$ the bracket vanishes if $w'/w=-2(t-1)/(\lambda^2-t^2)$, whose solution is $w\propto(\lambda^2-t^2)[(\lambda+t)/(\lambda-t)]^{1/\lambda}$. The boundary term at $t=\lambda$ is zero, and at $t=1$, where $q=k$, it equals the source if $w(1)=1/k$. The function is regular at the origin and decays, and $E-k$ lies below the spectrum, so it is the solution. Write $w=W/k$,

$$W=PQ,\qquad P=\frac{\lambda^2-t^2}{\lambda^2-1},\qquad Q=e^{[\ell(t)-\ell(1)]/\lambda},\qquad \ell(t)=\ln\frac{\lambda+t}{\lambda-t}.$$

Let $s=1+t$. The factor $4\pi|\psi(0)|^2=4$ and $\int r^3e^{-sr}dr=6/s^4$ give $kJ=24\int_1^\lambda W s^{-4}dt$. For the other matrix element, $\int r^3e^{-sr}\ln2r\,dr=6s^{-4}[\tfrac{11}6-\gamma_E-\ln(s/2)]$, so $\gamma_E$ cancels, $21-11=10$, and

$$M(s)=\int_0^\infty r^3e^{-sr}(f'-f)\,dr=\frac1{2s^2}+\frac3{s^3}+\frac{10+6\ln(s/2)}{s^4}-\frac{24}{s^5}.$$

Hence $2k\langle p_i\delta\psi|G|p_i\psi\rangle=-8\int_1^\lambda WM\,dt$. The elementary integrals $\int_2^\infty s^{-j}ds=2^{1-j}/(j-1)$ and $\int_2^\infty s^{-j}\ln(s/2)\,ds=2^{1-j}/(j-1)^2$ give $\int_2^\infty M\,ds=\tfrac14+\tfrac38+\tfrac5{12}+\tfrac1{12}-\tfrac38=\tfrac34$, so $-6=-8\int_2^\infty M$ and

$$F(k)=-8B+kJ'(k),\qquad B=\int_{\lambda+1}^\infty M\,ds+\int_1^\lambda(1-W)M\,dt .$$

For $k\to0$ set $t=1+(\lambda-1)x$. Then $W=[(\lambda+t)/(\lambda+1)]^{1+1/\lambda}(1-x)^{1-1/\lambda}\to1$ and $(\lambda-1)/k\to1$, so $J(0)=24/16=\tfrac32$. The same value follows from $p_i=i[H,r_i]$, which gives $G(0)p_i\psi=ir_i\psi$ and $J(0)=i\langle p_ir_i\rangle=\tfrac32$ for any local potential. Its variation must then vanish, and it does: $-8M(2)=-3$, $J'(0)=-\langle r^2\rangle=-3$, $\delta J(0)=0$. So $F(0)=-6$, and the region $k\lesssim1$ contributes only a constant.

**(f)** Find $F(k)$ at large $k$ through order $1/k$, and locate the origin of the logarithm in space.

*Solution.* Write $1-W=(1-P)-P(Q-1)$ and keep terms through $\lambda^{-2}$, so $B=T_1+T_2+T_3$.

The tail is $T_1=\dfrac1{2(\lambda+1)}+\dfrac3{2\lambda^2}=\dfrac1{2\lambda}+\dfrac1{\lambda^2}$.

Next, $1-P=(t^2-1)/(\lambda^2-1)$ and $t^2-1=s^2-2s$. With $\eta=\ln(s/2)$,

$$(s^2-2s)M=\frac12+\frac2s+\frac{4+6\eta}{s^2}-\frac{44+12\eta}{s^3}+\frac{48}{s^4}.$$

Integrating from $2$ to $\lambda+1$ gives $\tfrac12(\lambda-1)+2\ln\tfrac\lambda2+2+3-\tfrac{11}2-\tfrac34+2$, so $T_2=\dfrac1{2\lambda}+\dfrac{2\ln(\lambda/2)+\frac14}{\lambda^2}$.

In $T_3=-\int P(Q-1)M\,dt$, take $Q-1=[\ell(t)-2/\lambda]/\lambda$. The quadratic term of the exponential is $\lambda^{-2}$ times an integrand $\ell^2/t^2\sim\lambda^{-2}$ over a range $\lambda$, hence $O(\lambda^{-3})$. Split $\ell-2/\lambda=2(t-1)/\lambda+(\ell-2t/\lambda)$. The first piece needs

$$(s-2)M=\frac1{2s}+\frac2{s^2}+\frac{4+6\eta}{s^3}-\frac{44+12\eta}{s^4}+\frac{48}{s^5},$$

whose integral is $\tfrac12\ln\tfrac\lambda2+1+\tfrac12+\tfrac38-\tfrac{11}6-\tfrac16+\tfrac34=\tfrac12\ln\tfrac\lambda2+\tfrac58$. The part $-t^2/\lambda^2$ of $P$ subtracts $\int_0^\lambda t\,dt/2\lambda^2=\tfrac14$. The first piece is therefore $-\lambda^{-2}[\ln\tfrac\lambda2+\tfrac34]$. The second piece lives at $t=\lambda x$ with $x\sim1$, where $M=1/2t^2$ and $\ell-2x=2\sum_{j\ge1}x^{2j+1}/(2j+1)$:

$$-\frac1{\lambda^2}\sum_{j\ge1}\frac1{2j+1}\Big[\frac1{2j}-\frac1{2j+2}\Big]=-\frac1{\lambda^2}\Big[(1-\ln2)-(\ln2-\tfrac12)\Big].$$

The two sums are read off from $\ln2=1-\tfrac12+\tfrac13-\cdots$ after partial fractions. Adding up, the $\lambda^{-2}$ coefficient is $1+\tfrac14-\tfrac34-\tfrac32+\ln\tfrac\lambda2+2\ln2$, so $B=1/\lambda+(\ln2\lambda-1)/\lambda^2$. The neglected terms are $O(\lambda^{-3}\ln\lambda)$, the logarithm coming from $\eta$ at the upper limits of $T_1$ and $T_2$. Finally $J\to\langle p^2\rangle/k=1/k$ gives $kJ'\to-1/k$. With $\lambda^2\simeq2k$ and $\ln2\lambda=\tfrac12\ln k+\tfrac32\ln2$,

$$F(k)=-\frac{4\sqrt2}{\sqrt k}-\frac{2\ln k}{k}+\frac{3-6\ln2}{k}+O\Big(\frac{\ln k}{k^{3/2}}\Big).$$

The integral of the first term is dominated by the upper limit $\epsilon$ and scales as $\alpha(Z\alpha)\sqrt{\epsilon/m}\,E_F$. It belongs to the order $\alpha(Z\alpha)E_F$ and carries no logarithm: this is the $1/\sigma$ term of (c) with $\sigma\sim k^{-1/2}$ placed under $\int dk/k$.

The logarithm has a local derivation valid for any $n$. Using $(H-E)p_i\psi=i(\partial_iV)\psi$, the wave-function part of $F$ is $-2\int\nabla\delta\psi\cdot G(\psi\nabla V)\,d^3r$. For $r\gg1/\kappa$, $G\to1/k$. With $\nabla V=Z\alpha\,\hat{\mathbf r}/r^2$, $\psi=\psi(0)(1-\gamma r)$ and $\partial_r\delta\psi=C(-r^{-2}-2\gamma/r)$, the product at order $\gamma$ is $C\psi(0)Z\alpha(\gamma-2\gamma)/r^3$. Corrections to $G\to1/k$ are smaller by $(\kappa r)^{-2}$ and converge at large $r$. For $r\ll1/\kappa$, $G(\psi\nabla V)$ tends to a constant times $\hat{\mathbf r}$, because $\nabla^2\hat{\mathbf r}=-2\hat{\mathbf r}/r^2$, and the integral converges at small $r$. So

$$F_{\log}=\frac{8\pi Z\alpha\gamma\,C\psi(0)}{k}\int_{1/\kappa}^{1/\gamma}\frac{dr}r ,$$

and in atomic units, where $C\psi(0)=-1/2\pi$, this is $-(4/k)\ln\kappa=-(2/k)\ln k$. It equals the contact of (a), $2/k$ in units of $\pi\delta^3$, times the $2\ln\sigma$ of (c) at $\sigma\sim k^{-1/2}$. For an $n$S state $C\psi(0)=-mE_F/2\pi$ with that state's own $E_F\propto n^{-3}$, and the upper radius changes by an $n$-dependent number, which affects only the $1/k$ term. The poles of $G$ for an excited state lie at $k\lesssim1$ and do not reach this region.

**(g)** Obtain the squared logarithm. Show that it does not depend on how the integral is cut off, and that no other contribution competes.

*Solution.* Integrate to a photon energy $\epsilon$, so that the upper limit is $K=\epsilon/m(Z\alpha)^2\gg1$, and drop the $\sqrt K$ term:

$$D(K)\equiv\frac23\Big[\int_0^KF\,dk+8\sqrt{2K}\Big]=-\frac23\ln^2K+(2-4\ln2)\ln K+N+O\Big(\frac{\ln K}{\sqrt K}\Big),$$

where $N$ is a constant. By (a) the kernel is valid up to $k\sim m$, where $\ln K=L$. Therefore

$$\Delta E=-\frac23\,\frac\alpha\pi(Z\alpha)^2L^2E_F=-\frac83\,\frac\alpha\pi(Z\alpha)^2\ln^2(Z\alpha)\,E_F ,$$

since $L^2=4\ln^2(Z\alpha)$. This is half of the frozen value. In the variables $x=\ln(p/\gamma)$, with $p\sim1/r$, and $y=\ln[k/m(Z\alpha)^2]$, both results are $-\tfrac83$ times an area, the factor being $\tfrac23\cdot(-4)$. The frozen product covers the rectangle $0<x<L/2$, $0<y<L$ of area $L^2/2$. The true domain obeys $p<\kappa$, that is $y>2x$, a triangle of area $L^2/4$. Doing the $y$ integral first gives $L-2x=\ln(m^2/p^2)$: the Lamb potential felt by an electron of virtual momentum $p$ has a running logarithm, because the kinetic energy $p^2/2m$ replaces the binding energy as the infrared cutoff. The statement that the double logarithm comes from the product of the two contact operators is true only in this running form.

If the integral is divided at $\epsilon<m$, with $\xi=\ln(m/\epsilon)$, the lower part gives $-\tfrac23(L-\xi)^2$ and the upper part $-\tfrac43\int_{L-\xi}^Ly\,dy=-\tfrac43L\xi+\tfrac23\xi^2$. The sum is $-\tfrac23L^2$. The term $-\tfrac43L\xi$ is the frozen product of (c) for the contact $\tfrac43\xi$ made by the photons above $\epsilon$ alone.

The true behaviour near $k\sim m$ replaces the sharp edge by a weight $g(y-L)$ going from 1 to 0. With $v=y-L$ and the step function $\theta$,

$$\int_0^\infty y\,g\,dy=\frac{L^2}2+L\int[g-\theta(-v)]dv+\int v\,[g-\theta(-v)]dv ,$$

so the shape changes only the single logarithm and the constant. For $g=\nu^2$, $\nu=1/(1+e^v)$, the identity $\nu^2=\nu+\nu'$ gives $\int[g-\theta(-v)]dv=-1$, and $D$ shifts by $\tfrac23(-2)(-L)=+\tfrac43L$. The single-logarithm coefficient $2-4\ln2$ is thus not a prediction for the full correction.

The remaining contributions are excluded by power counting, which is an estimate of orders and not an evaluation. For $m(Z\alpha)^2\ll k\ll m$ every kernel expands in $\gamma/\kappa$ and $k/m$, and its part of order $\alpha(Z\alpha)^2E_F$ has the form $(dk/k)(k/m)^j(a_1\ln k+a_0)$. The dipole kernel has $j=0$. Retardation, relativistic corrections and the spin-dependent photon couplings carry additional powers of $k/m$ or $p^2/m^2\sim k/m$, so $j>0$, the integral is dominated by $k\sim m$, and at most one power of $L$ survives. Photons with $k\sim m$, including the anomalous moment, and vacuum polarization produce operators with constant coefficients. An operator of size $\alpha Z\alpha/m^2$ leaves one power of $Z\alpha$ for a single Coulomb exchange, hence a single $\int dr/r$ as in (c). The anomalous moment also multiplies $V_F$ itself by a factor of order $\alpha$, which leaves $(Z\alpha)^2$ for one relativistic correction. The Darwin contact $\propto(Z\alpha/m^2)\delta^3(\mathbf r)$ then forms a product as in (c), and $p^4/8m^3$, which away from the origin acts as $(E-V)^2/2m\sim(Z\alpha)^2/mr^2$, meets $\delta\psi\simeq C/r$ in one $\int dr/r$. An operator $\alpha A\nabla^2\delta^3(\mathbf r)/m^2$ acts on $|\psi|^2=|\psi(0)|^2(1-2\gamma r+\dots)$, a power series without logarithm, and an operator $\sim\alpha Z\alpha A/mr^4$ built from the nuclear moment and the Coulomb field meets the term $-2\gamma r$ in one $\int dr/r$. Each case gives at most one power of $L$.

The coefficient of $L^2$ holds for $Z\alpha\ll1$. The double logarithm alone approximates the whole correction of this order only where it is large against the single logarithm and the constant. It assumes a nuclear radius well below $1/m$, since otherwise the nuclear size cuts off $\int dr/r$ first, and it omits recoil, of relative order $m/M$. For states with $l>0$ the wave function vanishes at the origin, so the product of the two contacts does not arise and this term is absent. For a P state the Fermi contact still acts on the S-wave part of $Gp_i\psi$, but it gives a term $\propto1/k$ without $\ln k$, hence a single power of $L$.

**(h)** Evaluate the double logarithm for hydrogen 1S, and compare it with $D$, the low-energy integral without its $\sqrt K$ term, at $\epsilon=m$.

*Solution.* In SI form $E_F=\tfrac23\mu_0(2\mu_B)(2\mu_p)/\pi a_0^3$. Using $\mu_0\mu_B^2/\pi a_0^3=\alpha^4mc^2=2\alpha^2hcR_\infty$, this is $\tfrac{16}3\alpha^2hcR_\infty\,\mu_p/\mu_B$. The factor $(m_r/m)^3$ is included for $|\psi(0)|^2$. With CODATA constants, $1/\alpha=137.035999$, $\mu_p/\mu_B=1.5210322\times10^{-3}$, $m_r/m=0.99945568$ and the CODATA $cR_\infty$, one finds $E_F/h=1418.84$ MHz. Then $\alpha^3/\pi=1.23693\times10^{-7}$, and the unit of the correction is $(\alpha^3/\pi)E_F/h=175.50$ Hz.

From $\ln\alpha=-4.92024$, $L=9.84049$ and $L^2=96.835$, so $-\tfrac23L^2=-64.557$. Relative to $E_F$ this is $-64.557\times1.23693\times10^{-7}=-7.99$ ppm, or $-64.557\times175.50\text{ Hz}=-11.33$ kHz. Recoil already affects the last digit. With the reduced mass in $H$ and the coupling $\mathbf p/m$ unchanged, $F(k)$ becomes $(m_r/m)F(km/m_r)$, so $\int F\,dk$ gains a factor $(m_r/m)^2$. This is a relative change of about $10^{-3}$, or $0.01$ kHz, and other recoil terms of order $m/M$ are omitted as well. The frozen product would give $-129.11$, or $-22.66$ kHz.

For the low-energy integral, $F(k)$ was evaluated from the formula of (e) by composite Gauss–Legendre quadrature in $x$ on panels halved toward both ends, with $J'$ from a complex-step derivative, and integrated by Gauss–Legendre quadrature in $k$ below $k=1$ and in $\ln k$ above. The combination $kF+4\sqrt{2k}$ compares with its asymptote $3-6\ln2-2\ln k$ as follows.

| $k$ (hartree) | $kF+4\sqrt{2k}$ | asymptote |
|---|---|---|
| $10^2$ | $-8.0370$ | $-10.3692$ |
| $10^4$ | $-19.0510$ | $-19.5796$ |
| $10^6$ | $-28.7094$ | $-28.7899$ |
| $10^8$ | $-37.9895$ | $-38.0002$ |

Subtracting the logarithms from $D$ at $\ln K=40$ gives $N=17.856$. At $K=\alpha^{-2}=18778.9$ the single logarithm is $-0.77259\times9.84049=-7.603$, and the three terms sum to $-64.557-7.603+17.856=-54.304$. The direct integral is $D=-54.973$, lower by $0.669$.

The gap is the neglected remainder. The differences in the table, times $\sqrt k$, are $52.9$ at $10^4$, $80.5$ at $10^6$ and $107$ at $10^8$, nearly linear in $\ln k$, consistent with the remainder $O(\ln k/k^{3/2})$ in (f). A line through the first two is $\rho=(6.0\ln k-2.4)/\sqrt k$. The constant $N$ includes $\tfrac23\int_K^\infty\rho\,dk/k$, which $D(K)$ lacks, and this equals $\tfrac23\cdot2(6.0L-2.4+12.0)/137.04\approx0.67$.

The double logarithm exceeds $D$ in magnitude by $64.56/54.97-1\approx17\%$. It is the largest term of $D$, but not of the integral before subtraction: the removed term $-\tfrac{16}3\sqrt{2K}$ is $-1033.6$ at this $K$. That term belongs to the order $\alpha(Z\alpha)E_F$, and its true value is set at $k\sim m$, where the dipole kernel no longer holds. The value $-54.97$ is not the full $\alpha(Z\alpha)^2$ coefficient, because the region $k\sim m$ and vacuum polarization add their own single logarithms and constants.

Numbers in the example were calculated in double precision.
